\section*{Starting-potential dependence of Dirac--Coulomb energies in lithium-like ions, part 1}

(Sections cited here and not found follow in the second part.)

\section{The split of the Hamiltonian}

\paragraph{Q.} Suppose the same level of a lithium-like ion is computed from Coulomb, core-Hartree and Kohn--Sham starting potentials. The ion has only one Hamiltonian. What is being changed?

\paragraph{A.} Only the part that is solved exactly at the start. I use Hartree units, in which $c=1/\alpha=137.036$, a point nucleus, and energies with the rest mass subtracted. In the Furry picture the electron field is quantized in the nuclear field, with $h_C=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2-Z/r$. In the extended Furry picture it is quantized in the eigenstates of $h_U=h_C+U(r)$, with $U$ a local screening potential. The Lagrangian must stay the same, so $-U$ reappears as a one-line vertex, the counterterm. To see its work without the rest of QED, keep only the instantaneous Coulomb photon and positive-energy intermediate states. This is the no-pair Dirac--Coulomb model,
\begin{equation}
H=H_C+W=H_0+V,\qquad H_0=H_C+\mathcal U,\qquad V=W-\mathcal U,
\end{equation}
with $H_C=\sum_i h_C(i)$, $W=\sum_{i<j}1/r_{ij}$ and $\mathcal U=\sum_iU(r_i)$. Until Section~4 the space of positive-energy states is one and the same for all $U$, namely that of $h_C$, and $h_U$ is diagonalized within it.

Insert $\psi=\sum_n t^n\psi_n$ and $E=\sum_n t^nE_n$ into $(H_0+tV)\psi=E\psi$. The power $t^n$ gives
\begin{equation}
(E_0-H_0)\psi_n=V\psi_{n-1}-\sum_{k=1}^{n}E_k\psi_{n-k}.
\end{equation}
Normalize so that $\langle\psi_0|\psi_n\rangle=\delta_{n0}$. Projection on $\psi_0$ annihilates the left side and leaves only $k=n$ in the sum. On the complement, with projector $Q$, the operator $E_0-H_0$ can be inverted if the state is non-degenerate among states of its symmetry. Hence
\begin{equation}
E_n=\langle\psi_0|V|\psi_{n-1}\rangle,\qquad
\psi_n=\frac{Q}{E_0-H_0}\Big(V\psi_{n-1}-\sum_{k=1}^{n}E_k\psi_{n-k}\Big).
\label{rs}
\end{equation}
I write $E^{[n]}(U)=E_0+\dots+E_n$. One counterterm counts as one order, the same as one exchanged photon.

The potentials are self-consistent. With $J_\rho(\mathbf r)=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, core-Hartree (CH) is $J_\rho$ for the $1s^2$ density. Kohn--Sham (KS) and Dirac--Slater (DS) use the $1s^22s$ density and $U=J_\rho-\tfrac32x_\alpha(3\rho/\pi)^{1/3}$ with $x_\alpha=2/3$ and $1$, without a Latter tail. Coulomb (C) means $U=0$.

\paragraph{Q.} Could I keep the better orbitals and drop the counterterm?

\paragraph{A.} Then $V=W$ and the series sums to an eigenvalue of $H_0+W=H+\mathcal U$, in which the repulsion is counted twice. My example is the valence energy $E(1s^22s)-E(1s^2)$ of Ca$^{17+}$, both ions computed in the same $U$, in an L-spinor basis of ten $s_{1/2}$, six $p_{1/2}$ and six $p_{3/2}$ radial functions, which is 56 spinors. Breit interaction, retardation, radiative, recoil and nuclear-size terms and partial waves $l\ge2$ are left out. Direct diagonalization gives $-42.56$ hartree, or $-1158$ eV; further digits, $-42.5608469$, serve only to compare potentials within this model. Without the counterterm the CH series converges to $-34.94614$, which misses by $-34.94614+42.56085=7.61471$ hartree, close to $\langle2s|U|2s\rangle=7.894$. The numerical check tests that this wrong limit is the eigenvalue of $H+\mathcal U$, and that with the counterterm all four tenth-order sums lie within $10^{-6}$ hartree of the one diagonalized value.

\section{How the spread falls}

\paragraph{Q.} So the infinite sums agree. A calculation stops at some order $n$. By how much do two potentials then differ?

\paragraph{A.} Attach a small parameter to both pieces, $W\to\varepsilon W$ and $\mathcal U\to\varepsilon\,\mathcal U$, and let $F(x,y)$ be the eigenvalue of $H_C+x\,\mathcal U+yW$. In a finite basis and for a non-degenerate state $F$ is analytic near the origin. Collect its Taylor terms by total degree,
\begin{equation}
F(x,y)=\sum_mP_m(x,y),\qquad P_m(x,y)=\sum_{j=0}^mc_{mj}\,x^{m-j}y^j .
\end{equation}
Let $E^C_m[X]$ be the order-$m$ term of \eqref{rs} with $H_0=H_C$ and perturbation $X$. It is the coefficient of $\lambda^m$ in the eigenvalue of $H_C+\lambda X$, and $F(\lambda x,\lambda y)=\sum_m\lambda^mP_m(x,y)$, so $P_m(x,y)=E^C_m[x\,\mathcal U+yW]$.

The screened problem is
\begin{equation}
H_0+tV=H_C+\varepsilon\,\mathcal U+t\varepsilon(W-\mathcal U)=H_C+\varepsilon(1-t)\,\mathcal U+\varepsilon tW,
\end{equation}
with eigenvalue
\begin{equation}
F\big(\varepsilon(1-t),\varepsilon t\big)=\sum_m\varepsilon^mP_m(1-t,t).
\end{equation}
For $\varepsilon$ small enough the double series converges absolutely and can be reordered in powers of $t$. Then $E^{[n]}(U)$ follows by keeping powers up to $t^n$ and setting $t=1$. Each $P_m(1-t,t)$ is a polynomial in $t$ of degree at most $m$, and three cases arise. For $m\le n$ nothing is cut, and at $t=1$ the term is $P_m(0,1)=E^C_m[W]$, in which $U$ does not appear. For $m=n+1$ only the power $t^{n+1}$ is cut. The highest power in $(1-t)^{m-j}t^j$ is $(-1)^{m-j}t^m$, so the coefficient removed is $\sum_jc_{mj}(-1)^{m-j}=P_m(-1,1)=E^C_{n+1}[W-\mathcal U]$. For $m\ge n+2$ the terms are $O(\varepsilon^{n+2})$. Therefore
\begin{equation}
E^{[n]}(U)=\sum_{m=0}^{n+1}\varepsilon^mE^C_m[W]-\varepsilon^{n+1}E^C_{n+1}[W-\mathcal U]+O(\varepsilon^{n+2}).
\end{equation}
The exact energy is $E=\sum_m\varepsilon^mE^C_m[W]$ and the Coulomb truncation is $E^{[n]}(0)=\sum_{m\le n}\varepsilon^mE^C_m[W]$. Subtracting each in turn,
\begin{align}
E-E^{[n]}(U)&=\varepsilon^{n+1}E^C_{n+1}[W-\mathcal U]+O(\varepsilon^{n+2}),\label{err}\\
E^{[n]}(U)-E^{[n]}(0)&=\varepsilon^{n+1}\big(E^C_{n+1}[W]-E^C_{n+1}[W-\mathcal U]\big)+O(\varepsilon^{n+2}).\label{shift}
\end{align}
Both hold for each ion separately and so for the valence energy. In general two potentials differ first at order $\varepsilon^{n+1}$, which is also the order of the error. The screened order-$n$ sum holds the Coulomb terms through order $n$ exactly and, in addition, contributions of higher order that depend on $U$. These need not be fractions of the Coulomb terms they stand in for: they can exceed them or have the opposite sign.

\paragraph{Q.} In my ion $\varepsilon=1$. What is small?

\paragraph{A.} It is $1/Z$. For $\alpha Z\ll1$ put $\mathbf r=\mathbf s/Z$. Kinetic energy and nuclear attraction each acquire $Z^2$, and $1/r_{ij}$ acquires $Z$. A Hartree potential of a fixed number of electrons scales like $1/r$, so as $Z$; the density scales as $Z^3$, so $\rho^{1/3}$ also scales as $Z$. Dividing by $Z^2$ leaves $W$ and $\mathcal U$ multiplied by $1/Z$. Self-consistency makes $U=Z(u_0+u_1/Z+\dots)$, and $u_1$ enters \eqref{err} one order later. So $E^C_m\propto Z^{2-m}$, and error and spread after order $n$ scale as $Z^{1-n}$ hartree, for $\alpha Z\ll1$ and a starting potential of this form whose leading coefficient does not vanish. Where it does vanish, as for a scaled potential $sU_{CH}$ at a zero of the parabola of Section~3, the error at that order falls one power of $Z$ faster. Otherwise screening leaves the power alone and changes the coefficient from $E^C_{n+1}[W]$ to $E^C_{n+1}[W-\mathcal U]$.

With $c$ multiplied by ten to suppress relativity, the spread (largest minus smallest of the four potentials) at $Z=20$ and $40$ is $9.178$ and $18.711$ hartree for $n=0$, and $\log_2(18.711/9.178)=1.028$. For $n=1,2,3$ the exponents are $-0.001$, $-1.043$ and $-2.059$, tested against $1-n$.

Equation \eqref{shift} is tested at $Z=20$ with the left side from screened orbitals and the right side from Coulomb orbitals. The left side divided by $\varepsilon^{n+1}$ is $r(\varepsilon)=a+b\varepsilon+O(\varepsilon^2)$, so $2r(\varepsilon/2)-r(\varepsilon)=a+O(\varepsilon^2)$. For CH and $n=1$ the prediction is $-0.25466-0.01387=-0.2685$, and the extrapolation gives $-0.2685$. For $n=2$ it is $-1.301\times10^{-3}+0.780\times10^{-3}=-5.21\times10^{-4}$ against $-5.21\times10^{-4}$; for $n=3$, $-1.415\times10^{-4}$ against $-1.414\times10^{-4}$.

\paragraph{Q.} And for calcium itself?

\paragraph{A.} The errors $E-E^{[n]}$ of the valence energy in hartree, relative to the diagonalized value in the same basis, are these; $1.5(-2)$ means $1.5\times10^{-2}$.
\begin{center}
\begin{tabular}{cccccc}
$n$ & C & CH & KS & DS & spread\\
0 & $7.78$ & $-0.393$ & $-1.48$ & $-0.621$ & $9.26$\\
1 & $-0.256$ & $1.5(-2)$ & $-1.8(-3)$ & $-1.2(-2)$ & $0.271$\\
2 & $-1.4(-3)$ & $-9.1(-4)$ & $-6.0(-5)$ & $2.5(-4)$ & $1.7(-3)$\\
3 & $-1.0(-4)$ & $6.0(-5)$ & $4.7(-6)$ & $-4.5(-6)$ & $1.6(-4)$\\
4 & $-6.5(-6)$ & $-4.1(-6)$ & $-2.5(-7)$ & $7.3(-8)$ & $6.6(-6)$\\
5 & $-4.1(-7)$ & $3.0(-7)$ & $1.3(-8)$ & $-1.3(-9)$ & $7.1(-7)$
\end{tabular}
\end{center}
For CH at $n=1$, for instance, $E_0+E_1=-42.16825-0.40745=-42.57570$, and $-42.56085+42.57570=0.01485$. The spread falls from $252$ eV to $7.4$ eV, $0.045$ eV, $4.4$ meV, $0.18$ meV and $0.019$ meV, and its decrease at each step is tested. The leading term of \eqref{err} for CH is $-0.406$, $0.0139$, $-7.8\times10^{-4}$ and $4.6\times10^{-5}$ for $n=0$ to $3$, near the CH column. For KS at $n=1$ and $2$ it is $-2.8\times10^{-3}$ and $-2.8\times10^{-5}$, $1.6$ times the column at $n=1$ and about half of it at $n=2$: the leading coefficient is so small there that the remainder, $1.0\times10^{-3}$ and $-3.2\times10^{-5}$, is comparable with it.

\paragraph{Q.} When does the argument fail?

\paragraph{A.} It fails when the Coulomb state is degenerate, or nearly degenerate on the scale of the coupling, with another of the same symmetry. The $1s^22p_{1/2}$ configuration is degenerate with $1s^22s$ but has the other parity and never couples. In a beryllium-like ion $1s^22s^2$ and $1s^22p_{1/2}^2$ do couple. So does $1s^22p_{3/2}^2$ with $J=0$, which only fine structure separates: at $Z=20$ its coupling, $0.83$ hartree, exceeds its Coulomb gap, $0.54$ hartree. A screening potential opens a gap of order $Z$, the coupling is also of order $Z$, and their ratio does not fall with $Z$; to restore the counting in $1/Z$ for $\alpha Z\ll1$ all three must go into a model space. The argument also fails for $Z$ near the electron number, where the series need not converge, and when the state space changes with $U$. Otherwise it uses only a joint expansion in $\mathcal U$ and the interaction between electrons, so I conjecture that the same counting applies to the screening of a radiative correction at fixed radiative order, a case neither derived nor computed here.

\section{Why the coefficient is smaller}

\paragraph{Q.} If the power is the same, where does the faster convergence come from?

\paragraph{A.} From a smaller coefficient, which arises where $U$ is close to the Hartree--Fock field, so that $W-\mathcal U$ is a weaker perturbation than $W$ in the directions a one-body operator can reach; the examples below show that this holds only for some potentials and some quantities. Take first order with a determinant of $1s_\uparrow,1s_\downarrow,2s_\uparrow$, the arrow being the sign of $m_j$. Between $s_{1/2}$ orbitals only the monopole of $1/r_{12}$ acts, so exchange joins equal $m_j$ only. With direct integrals $J_{ab}$, exchange integral $K_{12}$ and $U_{aa}=\langle a|U|a\rangle$,
\begin{align}
E_1(1s^22s)&=J_{11}+2J_{12}-K_{12}-2U_{11}-U_{22},\\
E_1(1s^2)&=J_{11}-2U_{11},
\end{align}
and the valence term is $2J_{12}-K_{12}-U_{22}$. For Coulomb it is $8.032$ hartree. For CH, $U_{22}=2J_{12}$, up to the small difference between projected and unprojected orbitals, and only $-K_{12}$ survives, $-0.407$ hartree.

At second order, $E_2=\sum_I|\langle I|V|\psi_0\rangle|^2/(E_0-E_I)$, and a two-body $V$ reaches single and double replacements only. With $a,b$ occupied, $m,n$ empty and $\langle mn\|ab\rangle=\langle mn|r_{12}^{-1}|ab\rangle-\langle nm|r_{12}^{-1}|ab\rangle$, the Slater--Condon rules give
\begin{equation}
E_2=\sum_{a,m}\frac{|f_{ma}|^2}{\epsilon_a-\epsilon_m}
+\frac14\sum_{ab,mn}\frac{|\langle mn\|ab\rangle|^2}{\epsilon_a+\epsilon_b-\epsilon_m-\epsilon_n},\qquad
f_{ma}=\sum_b\langle mb\|ab\rangle-U_{ma},
\label{e2}
\end{equation}
where $\tfrac14$ undoes the double counting of the pairs $ab$ and $mn$. Here $f=V_{HF}-U$ is the Hartree--Fock field of the occupied orbitals minus $U$. The singles describe orbital relaxation and vanish if $U$ acts like $V_{HF}$. The doubles describe correlation; a one-body counterterm cannot replace two orbitals, so in $E^C_2[W-\mathcal U]$ they contain no $U$ at all, and with screened orbitals they depend on $U$ only at relative order $1/Z$. A constant added to $U$ moves $E_0$ and $E_1$ by opposite amounts and leaves $E_0-H_0$ unchanged. In \eqref{rs} it cancels between $V\psi_{n-1}$ and $E_1\psi_{n-1}$, and it drops out of $E_n$ for $n\ge2$ because $\langle\psi_0|\psi_{n-1}\rangle=0$. So beyond $n=0$ only the shape of $U$ matters.

With the counterterm kept and one common space of positive-energy states, the starting potential in general leaves the order of the truncation error unchanged and alters its coefficient, at second order mainly through the singles. It remains to test this split numerically, to see which potentials suit which quantities and what the spread says about the error, and to let each potential define its own positive-energy states.
